# Tunnelling through a triangular Schottky barrier: phase-integral and Airy-function derivations: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""Transmission of a triangular Schottky barrier.

Result under test: an electron meets the potential energy phi - F*x (x > 0,
measured from its own energy) with effective mass m. In atomic units
    T_WKB = exp(-G),   G = 4 sqrt(2 m) phi^(3/2) / (3 F),
and for an abrupt metal interface and G >> 1
    T ~ P exp(-G),     P = 4 rho / (1 + rho^2),
with rho = (kappa0/m) / (k/m_L), kappa0 = sqrt(2 m phi), and k, m_L the
wave number and mass in the metal.
Independent road: numerical integration of the Schroedinger equation.
Inputs to the functions: mass in electron masses, phi in eV, F in eV/angstrom.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.special import airy

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANG = physical_constants["Bohr radius"][0] * 1e10

METAL_KINETIC_EV = 5.0
METAL_MASS = 1.0
K_METAL = np.sqrt(2 * METAL_MASS * METAL_KINETIC_EV / HARTREE_EV)
V_METAL = K_METAL / METAL_MASS


def to_atomic(phi_ev, force_ev_ang):
    return phi_ev / HARTREE_EV, force_ev_ang * BOHR_ANG / HARTREE_EV


def exponent(mass, phi_ev, force_ev_ang):
    phi, force = to_atomic(phi_ev, force_ev_ang)
    return 4 * np.sqrt(2 * mass) * phi**1.5 / (3 * force)


def velocity_ratio(mass, phi_ev):
    return np.sqrt(2 * phi_ev / HARTREE_EV / mass) / V_METAL


def prefactor(mass, phi_ev):
    rho = velocity_ratio(mass, phi_ev)
    return 4 * rho / (1 + rho**2)


def correction(mass, phi_ev):
    """Coefficient c in T ~ P exp(-G) / (1 + c/G)."""
    r2 = velocity_ratio(mass, phi_ev)**2
    return (5 - 7 * r2) / (18 * (1 + r2))


def closed_form(mass, phi_ev, force_ev_ang):
    """Airy-function transmission of the model."""
    phi, force = to_atomic(phi_ev, force_ev_ang)
    q = (2 * mass * force)**(1 / 3)
    s = q / mass / V_METAL
    ai, aip, bi, bip = airy(q * phi / force)
    denominator = ai**2 + bi**2 + s**2 * (aip**2 + bip**2) + 2 * s / np.pi
    return 4 * s / np.pi / denominator


def integrate_wave(mass, phi_ev, force_ev_ang):
    """Transmission and reflection from direct integration.

    Start far beyond the barrier with an outgoing wave of unit
    Im(psi* psi'), integrate back to the metal, split into in and out.
    """
    phi, force = to_atomic(phi_ev, force_ev_ang)
    length = (2 * mass * force)**(-1 / 3)
    x_end = phi / force + 25 * length
    p = np.sqrt(2 * mass * (force * x_end - phi))
    dp = mass * force / p
    psi = 1 / np.sqrt(p) + 0j
    start = [psi, (1j * p - dp / (2 * p)) * psi]

    def rhs(x, y):
        return [y[1], 2 * mass * (phi - force * x) * y[0]]

    sol = solve_ivp(rhs, (x_end, 0.0), start, method="DOP853",
                    rtol=1e-10, atol=1e-12)
    assert sol.success
    value, slope = sol.y[:, -1]
    scaled = slope / mass / (1j * V_METAL)
    incoming = (value + scaled) / 2
    reflected = (value - scaled) / 2
    transmission = 1 / mass / (V_METAL * abs(incoming)**2)
    return transmission, abs(reflected / incoming)**2


def sensitivities(case, h=0.02):
    """Logarithmic derivatives of the integrated T (mass, phi, F)."""
    result = []
    for i in range(3):
        up, down = list(case), list(case)
        up[i] *= np.exp(h)
        down[i] *= np.exp(-h)
        ratio = integrate_wave(*up)[0] / integrate_wave(*down)[0]
        result.append(np.log(ratio) / (2 * h))
    return np.array(result)


def predicted_sensitivities(case):
    g = exponent(*case)
    r2 = velocity_ratio(case[0], case[1])**2
    b = (1 - r2) / (1 + r2)
    return np.array([-g / 2 - b / 2, -1.5 * g + b / 2, g])


base = (0.5, 0.4, 0.02)
cases = [base, (0.25, 0.4, 0.02), (1.0, 0.4, 0.02),
         (0.5, 0.2, 0.02), (0.5, 0.6, 0.02),
         (0.5, 0.4, 0.01), (0.5, 0.4, 0.04)]

# Direct integration against the closed form and the asymptotic law.
numerical = []
for case in cases:
    t_num, r_num = integrate_wave(*case)
    numerical.append(t_num)
    assert abs(t_num + r_num - 1) < 1e-6
    # The outgoing start wave is accurate to about 1e-5.
    assert abs(t_num / closed_form(*case) - 1) < 1e-4
    g = exponent(*case)
    phi, force = to_atomic(case[1], case[2])
    action = quad(lambda x: np.sqrt(max(0.0, 2 * case[0]
                  * (phi - force * x))), 0, phi / force)[0]
    assert abs(2 * action / g - 1) < 1e-6
    if g > 4:
        # Neglected terms are of order 1/G^2 and exp(-G).
        law = prefactor(*case[:2]) * np.exp(-g)
        law /= 1 + correction(*case[:2]) / g
        assert abs(law / t_num - 1) < 0.05

# Leading correction, isolated in very opaque barriers.
for mass, phi_ev in [(0.5, 0.4), (0.1, 0.8)]:
    force_test = 0.02 * exponent(mass, phi_ev, 0.02) / 100
    opaque = (mass, phi_ev, force_test)
    g = exponent(*opaque)
    excess = prefactor(mass, phi_ev) * np.exp(-g) / closed_form(*opaque) - 1
    assert abs(g * excess - correction(mass, phi_ev)) < 0.01

# Local validity parameter |d(1/kappa)/dx| at the interface.
mass, phi_ev, force_ev = base
phi, force = to_atomic(phi_ev, force_ev)
step = 1e-4 * phi / force
inverse_kappa = [1 / np.sqrt(2 * mass * (phi - force * x))
                 for x in (-step, step)]
validity = (inverse_kappa[1] - inverse_kappa[0]) / (2 * step)
G = exponent(*base)
assert abs(validity / (2 / (3 * G)) - 1) < 1e-5

# Sensitivities: the error must be of order 1/G and shrink with F.
sens = sensitivities(base)
sens_formula = predicted_sensitivities(base)
assert np.max(np.abs(sens - sens_formula)) < 0.1
weak_field = (0.5, 0.4, 0.005)
weak_error = sensitivities(weak_field) - predicted_sensitivities(weak_field)
assert np.max(np.abs(weak_error)) < 0.03

# The prefactor is largest at equal velocities.
ratios = np.linspace(0.01, 20, 20000)
values = 4 * ratios / (1 + ratios**2)
assert abs(values.max() - 2) < 1e-5
assert abs(ratios[values.argmax()] - 1) < 2e-3

P = prefactor(mass, phi_ev)
T = numerical[0]
kappa0 = np.sqrt(2 * mass * phi) / BOHR_ANG
print("Base case")
print(f"channel mass m = {mass:.2f} electron masses")
print(f"barrier height phi = {phi_ev:.2f} eV")
print(f"force F = {force_ev:.3f} eV/angstrom")
print(f"metal kinetic energy = {METAL_KINETIC_EV:.1f} eV")
print(f"metal mass = {METAL_MASS:.1f} electron masses")
print(f"barrier width a = {phi_ev / force_ev:.1f} angstrom")
print(f"kappa0 = {kappa0:.4f} 1/angstrom")
print(f"metal wave number k = {K_METAL / BOHR_ANG:.4f} 1/angstrom")
print(f"exponent G = {G:.4f} (dimensionless)")
print(f"validity parameter at x=0 = {validity:.4f} (dimensionless)")
print(f"velocity ratio rho = {velocity_ratio(mass, phi_ev):.4f}"
      " (dimensionless)")
print(f"prefactor P = {P:.4f} (dimensionless)")
print(f"correction c = {correction(mass, phi_ev):.4f} (dimensionless)")
print(f"exp(-G) = {np.exp(-G):.4e} (dimensionless)")
print(f"P exp(-G) = {P * np.exp(-G):.4e} (dimensionless)")
corrected = P * np.exp(-G) / (1 + correction(mass, phi_ev) / G)
print(f"P exp(-G)/(1+c/G) = {corrected:.4e} (dimensionless)")
print(f"T, direct integration = {T:.4e} (dimensionless)")
print(f"T, Airy closed form = {closed_form(*base):.4e} (dimensionless)")
print("Logarithmic sensitivities of T (dimensionless)")
for name, a, b in zip(("m", "phi", "F"), sens, sens_formula):
    print(f"dlnT/dln {name}: integration {a:.3f}, formula {b:.3f}")
print("One parameter changed at a time")
print("m (el. masses), phi (eV), F (eV/angstrom); rest dimensionless")
print("   m   phi     F       G    exp(-G)  Pexp(-G)         T    T/Tbase")
for case, t in zip(cases, numerical):
    g = exponent(*case)
    w = np.exp(-g)
    print(f"{case[0]:4.2f}  {case[1]:4.2f}  {case[2]:5.3f} {g:7.3f}"
          f"  {w:.3e} {prefactor(*case[:2]) * w:.3e} {t:.3e}"
          f"  {t / T:.3e}")
print("PASS")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 153, in <module>
    assert np.max(np.abs(sens - sens_formula)) < 0.1
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The sensitivity formula omitted its terms of order 1/G, which are not negligible at the base case, where G is about 6. Evaluating the closed form by hand puts the error for the barrier height at about 0.11, just above the allowed 0.1, so the fault was in the truncated formula and not in the integration. The 1/G terms are now derived and included, and the printed output shows the WKB part beside the full formula. The same sensitivities are tested with tighter tolerances (0.1 becomes 0.07 and 0.03 becomes 0.01), and the finite-difference step is halved so that its own error stays well below the tighter limit.

Diff:

```diff
@@ -87,5 +87,5 @@
 
 
-def sensitivities(case, h=0.02):
+def sensitivities(case, h=0.01):
     """Logarithmic derivatives of the integrated T (mass, phi, F)."""
     result = []
@@ -100,8 +100,14 @@
 
 def predicted_sensitivities(case):
+    """WKB part alone, and the full formula through order 1/G."""
     g = exponent(*case)
+    c = correction(case[0], case[1])
     r2 = velocity_ratio(case[0], case[1])**2
     b = (1 - r2) / (1 + r2)
-    return np.array([-g / 2 - b / 2, -1.5 * g + b / 2, g])
+    d = 2 * r2 / (3 * (1 + r2)**2)
+    wkb = np.array([-g / 2, -1.5 * g, g])
+    interface = np.array([-b / 2, b / 2, 0.0])
+    first_order = np.array([c / 2 - d, 1.5 * c + d, -c]) / g
+    return wkb, wkb + interface + first_order
 
 
@@ -148,11 +154,12 @@
 assert abs(validity / (2 / (3 * G)) - 1) < 1e-5
 
-# Sensitivities: the error must be of order 1/G and shrink with F.
+# Sensitivities: neglected terms are of order 1/G^2 and G exp(-G),
+# so the agreement must become much closer in a weaker field.
 sens = sensitivities(base)
-sens_formula = predicted_sensitivities(base)
-assert np.max(np.abs(sens - sens_formula)) < 0.1
+sens_wkb, sens_formula = predicted_sensitivities(base)
+assert np.max(np.abs(sens - sens_formula)) < 0.07
 weak_field = (0.5, 0.4, 0.005)
-weak_error = sensitivities(weak_field) - predicted_sensitivities(weak_field)
-assert np.max(np.abs(weak_error)) < 0.03
+weak_error = sensitivities(weak_field) - predicted_sensitivities(weak_field)[1]
+assert np.max(np.abs(weak_error)) < 0.01
 
 # The prefactor is largest at equal velocities.
@@ -187,6 +194,7 @@
 print(f"T, Airy closed form = {closed_form(*base):.4e} (dimensionless)")
 print("Logarithmic sensitivities of T (dimensionless)")
-for name, a, b in zip(("m", "phi", "F"), sens, sens_formula):
-    print(f"dlnT/dln {name}: integration {a:.3f}, formula {b:.3f}")
+for name, a, w, f in zip(("m", "phi", "F"), sens, sens_wkb, sens_formula):
+    print(f"dlnT/dln {name}: integration {a:.3f}, WKB part {w:.3f},"
+          f" full formula {f:.3f}")
 print("One parameter changed at a time")
 print("m (el. masses), phi (eV), F (eV/angstrom); rest dimensionless")
```

After the repair:

```
Base case
channel mass m = 0.50 electron masses
barrier height phi = 0.40 eV
force F = 0.020 eV/angstrom
metal kinetic energy = 5.0 eV
metal mass = 1.0 electron masses
barrier width a = 20.0 angstrom
kappa0 = 0.2291 1/angstrom
metal wave number k = 1.1456 1/angstrom
exponent G = 6.1097 (dimensionless)
validity parameter at x=0 = 0.1091 (dimensionless)
velocity ratio rho = 0.4000 (dimensionless)
prefactor P = 1.3793 (dimensionless)
correction c = 0.1858 (dimensionless)
exp(-G) = 2.2211e-03 (dimensionless)
P exp(-G) = 3.0636e-03 (dimensionless)
P exp(-G)/(1+c/G) = 2.9732e-03 (dimensionless)
T, direct integration = 2.9393e-03 (dimensionless)
T, Airy closed form = 2.9393e-03 (dimensionless)
Logarithmic sensitivities of T (dimensionless)
dlnT/dln m: integration -3.401, WKB part -3.055, full formula -3.415
dlnT/dln phi: integration -8.694, WKB part -9.165, full formula -8.744
dlnT/dln F: integration 6.047, WKB part 6.110, full formula 6.079
One parameter changed at a time
m (el. masses), phi (eV), F (eV/angstrom); rest dimensionless
   m   phi     F       G    exp(-G)  Pexp(-G)         T    T/Tbase
0.50  0.40  0.020   6.110  2.221e-03 3.064e-03 2.939e-03  1.000e+00
0.25  0.40  0.020   4.320  1.330e-02 2.279e-02 2.162e-02  7.354e+00
1.00  0.40  0.020   8.640  1.768e-04 1.852e-04 1.795e-04  6.108e-02
0.50  0.20  0.020   2.160  1.153e-01 1.208e-01 9.902e-02  3.369e+01
0.50  0.60  0.020  11.224  1.335e-05 2.109e-05 2.077e-05  7.068e-03
0.50  0.40  0.010  12.219  4.933e-06 6.805e-06 6.690e-06  2.276e-03
0.50  0.40  0.040   3.055  4.713e-02 6.501e-02 5.744e-02  1.954e+01
PASS
```
